# First-order splitting of the eight (111) waves at Γ in fcc: a program that tests the result

```python
"""
Result under test: at Gamma of an fcc crystal the eight (111) plane waves form
G1 + G15 + G25' + G2' (A1g, T1u, T2g, A2u), with first-order shifts
  G1  :  3 V200 + 3 V220 + V222      G15 :   V200 -   V220 - V222
  G25':   -V200 -   V220 + V222      G2' : -3 V200 + 3 V220 - V222
measured from E0 + V000.  Vhkl: Fourier coefficient of the crystal potential
at G = (2 pi/a)(h,k,l); a: cubic lattice constant; E0: empty-lattice energy.
Also tested: the inverse relations, the second-order correction, and the
diamond structure (second identical atom at a(1,1,1)/4).
"""
from collections import Counter
from itertools import permutations, product
import numpy as np
from scipy import constants as const

LABELS = ["G1", "G15", "G25'", "G2'"]
DIM = {"G1": 1, "G15": 3, "G25'": 3, "G2'": 1}
shell = np.array(list(product([1, -1], repeat=3)))


def shift_formula(v200, v220, v222):
    return {"G1": 3*v200 + 3*v220 + v222,
            "G15": v200 - v220 - v222,
            "G25'": -v200 - v220 + v222,
            "G2'": -3*v200 + 3*v220 - v222}


# ---------- cubic group as signed permutation matrices ----------
group = []
for perm in permutations(range(3)):
    for signs in product([1, -1], repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        group.append(R)


def xyz_sign(R):
    """Factor acquired by the function xyz; +1 for the tetrahedral subgroup."""
    return int(np.prod(R.sum(axis=1)))


def irrep_character(label, R):
    if label == "G1":
        return 1
    if label == "G15":
        return int(np.trace(R))
    if label == "G25'":
        return int(sum(R[i, i]*R[j, j] + R[i, j]*R[j, i]
                       for i, j in [(0, 1), (0, 2), (1, 2)]))
    return xyz_sign(R)


def wave_matrix(R, diamond=False):
    """Action of a space-group operation on the eight plane waves."""
    D = np.zeros((8, 8), dtype=complex)
    for col, n in enumerate(shell):
        image = R @ n
        row = int(np.where((shell == image).all(axis=1))[0][0])
        fractional = diamond and xyz_sign(R) == -1
        D[row, col] = np.exp(-0.5j*np.pi*image.sum()) if fractional else 1.0
    return D


projectors = {}
multiplicity = {}
for diamond in (False, True):
    matrices = [wave_matrix(R, diamond) for R in group]
    traces = np.array([np.trace(D) for D in matrices])
    for label in LABELS:
        chi = np.array([irrep_character(label, R) for R in group])
        assert np.sum(chi**2) == 48                 # irreducible
        mult = np.sum(chi*traces).real/48
        assert abs(mult - 1) < 1e-12
        P = DIM[label]/48*sum(c*D for c, D in zip(chi, matrices))
        assert np.allclose(P @ P, P)
        assert abs(np.trace(P) - DIM[label]) < 1e-12
        projectors[diamond, label] = P
        multiplicity[diamond, label] = mult
    if not diamond:
        fcc_traces = traces.real.round().astype(int)
    else:
        assert np.allclose(traces, fcc_traces)      # same characters in diamond
character_count = Counter(fcc_traces.tolist())
for R, chi in zip(group, fcc_traces):
    if chi != 0:
        assert xyz_sign(R) == 1                     # only tetrahedral operations
    is_threefold = np.trace(R) == 0 and round(np.linalg.det(R)) == 1
    is_diagonal_mirror = (np.trace(R) == 1 and round(np.linalg.det(R)) == -1
                          and np.count_nonzero(np.diag(R)) == 1)
    expected = (8 if np.trace(R) == 3 else 2 if is_threefold
                else 4 if is_diagonal_mirror else 0)
    assert chi == expected

# sign products span the projected spaces
sx, sy, sz = shell.T
sign_products = {"G1": [np.ones(8)], "G15": [sx, sy, sz],
                 "G25'": [sy*sz, sz*sx, sx*sy], "G2'": [sx*sy*sz]}
for label in LABELS:
    for vector in sign_products[label]:
        assert np.allclose(projectors[False, label] @ vector, vector)

# ---------- real-space test: lattice of Gaussian wells, a = 1 ----------
depth, width, npts = -1.0, 0.10, 32
grid = np.arange(npts)/npts


def periodic_gaussian(center):
    return sum(np.exp(-(grid - center - m)**2/(2*width**2))
               for m in range(-3, 4))


def well_lattice(basis):
    fcc_sites = [(0, 0, 0), (0, .5, .5), (.5, 0, .5), (.5, .5, 0)]
    V = np.zeros((npts, npts, npts))
    for site in fcc_sites:
        for atom in basis:
            gx, gy, gz = [periodic_gaussian(s + t) for s, t in zip(site, atom)]
            V += depth*np.einsum("i,j,k->ijk", gx, gy, gz)
    return V


def gaussian_form_factor(n2):
    cell_volume = 0.25
    return (depth*(2*np.pi)**1.5*width**3/cell_volume
            * np.exp(-(2*np.pi)**2*n2*width**2/2))


V_one = well_lattice([(0, 0, 0)])
c, s = np.cos(2*np.pi*grid), np.sin(2*np.pi*grid)
real_functions = {"G1": (c, c, c), "G15": (s, c, c),
                  "G25'": (c, s, s), "G2'": (s, s, s)}
gauss_v = [gaussian_form_factor(n2) for n2 in (4, 8, 12)]
predicted = shift_formula(*gauss_v)
measured = {}
for label in LABELS:
    density = np.einsum("i,j,k->ijk", *real_functions[label])**2
    measured[label] = (np.sum(density*V_one)/np.sum(density)
                       - gaussian_form_factor(0))
    assert abs(measured[label] - predicted[label]) < 1e-10
e1, e15, e25, e2 = [measured[label] for label in LABELS]
recovered = [(e1 + e15 - e25 - e2)/8, (e1 - e15 - e25 + e2)/8,
             (e1 - 3*e15 + 3*e25 - e2)/8]
assert np.allclose(recovered, gauss_v, atol=1e-10)

X, Y, Z = np.meshgrid(grid, grid, grid, indexing="ij")
waves = np.array([np.exp(2j*np.pi*(n[0]*X + n[1]*Y + n[2]*Z)).ravel()
                  for n in shell])
diamond_ratio = {}
for diamond in (False, True):
    basis = [(0, 0, 0), (.25, .25, .25)] if diamond else [(0, 0, 0)]
    potential = well_lattice(basis).ravel()
    H = (waves.conj()*potential) @ waves.T/npts**3
    H = H - potential.mean()*np.eye(8)
    for R in group:
        D = wave_matrix(R, diamond)
        assert np.allclose(D @ H, H @ D, atol=1e-10)
    v220 = len(basis)*gaussian_form_factor(8)
    target = shift_formula(0, v220, 0) if diamond else predicted
    for label in LABELS:
        P = projectors[diamond, label]
        assert np.allclose(H @ P, target[label]*P, atol=1e-10)
        if diamond:
            diamond_ratio[label] = np.trace(H @ P).real/DIM[label]/v220

# ---------- worked example: model fcc crystal, energies in eV ----------
a_angstrom = 4.0
form = {3: 0.30, 4: 0.50, 8: 0.20, 12: 0.10}
unit = (const.hbar**2*(2*np.pi/(a_angstrom*1e-10))**2
        / (2*const.m_e)/const.e)
E0 = 3*unit


def crystal(cutoff):
    m = int(np.sqrt(cutoff)) + 1
    indices = np.array([n for n in product(range(-m, m + 1), repeat=3)
                        if len({k % 2 for k in n}) == 1
                        and sum(k*k for k in n) <= cutoff])
    kinetic = unit*np.sum(indices**2, axis=1)
    diff2 = np.sum((indices[:, None] - indices[None])**2, axis=2)
    V = np.zeros(diff2.shape)
    for n2, value in form.items():
        V[diff2 == n2] = value
    states = {}
    for label in LABELS:
        psi = np.zeros(len(indices))
        for n, coefficient in zip(shell, sign_products[label][0]):
            psi[(indices == n).all(axis=1)] = coefficient/np.sqrt(8)
        states[label] = psi
    return kinetic, V, states


def full_levels(model, scale):
    kinetic, V, states = model
    energies, vectors = np.linalg.eigh(np.diag(kinetic) + scale*V)
    result = {}
    for label in LABELS:
        best = np.argmax((states[label] @ vectors)**2)
        result[label] = energies[best]
        assert np.sum(abs(energies - energies[best]) < 1e-8) == DIM[label]
    return result


model = crystal(48)
kinetic, V, states = model
first = shift_formula(form[4], form[8], form[12])
assert abs(sum(DIM[k]*first[k] for k in LABELS)) < 1e-12
outside = abs(kinetic - E0) > 1e-6
second = {}
for label in LABELS:
    coupling = (V @ states[label])[outside]
    second[label] = np.sum(coupling**2/(E0 - kinetic[outside]))
step = 0.01
plus, minus = full_levels(model, step), full_levels(model, -step)
for label in LABELS:
    slope = (plus[label] - minus[label])/(2*step)
    curvature = (plus[label] + minus[label] - 2*E0)/(2*step**2)
    assert abs(slope - first[label]) < 1e-4         # remainder of order step**2
    assert abs(curvature - second[label]) < 1e-4
full = full_levels(model, 1.0)
larger = full_levels(crystal(80), 1.0)
basis_change = max(abs(full[k] - larger[k]) for k in LABELS)
assert basis_change < 1e-3
error1 = {k: full[k] - E0 - first[k] for k in LABELS}
error2 = {k: error1[k] - second[k] for k in LABELS}
assert max(map(abs, error2.values())) < max(map(abs, error1.values()))

# ---------- output ----------
print("Operations with a given character on the eight waves:")
for chi in sorted(character_count, reverse=True):
    print(f"  character {chi}: {character_count[chi]} operations")
print("Multiplicities (fcc, diamond):")
for k in LABELS:
    print(f"  {k:5s} {multiplicity[False, k]:.0f}, {multiplicity[True, k]:.0f}")
print(f"Lattice constant a = {a_angstrom:.2f} angstrom")
for name, n2 in (("V111", 3), ("V200", 4), ("V220", 8), ("V222", 12)):
    print(f"{name} = {form[n2]:.2f} eV")
print(f"Kinetic unit hbar^2(2pi/a)^2/2m = {unit:.4f} eV")
print(f"Empty-lattice energy E0 = {E0:.4f} eV")
print(f"Plane waves in full calculation = {len(kinetic)}")
print(f"Largest level change with larger basis = {basis_change:.1e} eV")
print("Shifts from E0 in eV: first order, second-order term, sum, full")
for k in LABELS:
    print(f"  {k:5s} {first[k]:8.4f} {second[k]:8.4f} "
          f"{first[k] + second[k]:8.4f} {full[k] - E0:8.4f}")
print("Full energies in eV:")
for k in LABELS:
    print(f"  {k:5s} {full[k]:.4f}")
print("Splittings in eV: first order, full")
for upper, lower in (("G1", "G15"), ("G15", "G25'"), ("G2'", "G25'")):
    print(f"  {upper} - {lower}: {first[upper] - first[lower]:.4f}, "
          f"{full[upper] - full[lower]:.4f}")
print("Diamond, Gaussian wells: first-order shift / V220 (no unit)")
for k in LABELS:
    print(f"  {k:5s} {diamond_ratio[k]:.4f}")
print("checks complete")
```

It prints:

```
Operations with a given character on the eight waves:
  character 8: 1 operations
  character 4: 6 operations
  character 2: 8 operations
  character 0: 33 operations
Multiplicities (fcc, diamond):
  G1    1, 1
  G15   1, 1
  G25'  1, 1
  G2'   1, 1
Lattice constant a = 4.00 angstrom
V111 = 0.30 eV
V200 = 0.50 eV
V220 = 0.20 eV
V222 = 0.10 eV
Kinetic unit hbar^2(2pi/a)^2/2m = 9.4008 eV
Empty-lattice energy E0 = 28.2023 eV
Plane waves in full calculation = 339
Largest level change with larger basis = 2.6e-09 eV
Shifts from E0 in eV: first order, second-order term, sum, full
  G1      2.2000  -0.1436   2.0564   2.0390
  G15     0.2000  -0.0659   0.1341   0.1370
  G25'   -0.6000  -0.0105  -0.6105  -0.6101
  G2'    -1.0000  -0.0029  -1.0029  -1.0029
Full energies in eV:
  G1    30.2413
  G15   28.3393
  G25'  27.5921
  G2'   27.1994
Splittings in eV: first order, full
  G1 - G15: 2.0000, 1.9020
  G15 - G25': 0.8000, 0.7471
  G2' - G25': -0.4000, -0.3927
Diamond, Gaussian wells: first-order shift / V220 (no unit)
  G1    3.0000
  G15   -1.0000
  G25'  -1.0000
  G2'   3.0000
checks complete
```
